# Graphene's Fermi energy at 30 V across 300 nm of oxide

**Question**

A wide graphene sheet lies on 300 nm of silicon dioxide, with a heavily doped silicon gate underneath. The gate is set 30 V above the voltage at which the graphene is neutral. I am asked for the Fermi energy, "neglecting quantum capacitance in the charge estimate".

I am stuck in three places. My first thought was $E_F=eV=30$ eV, which cannot be right. Then I read that neglecting quantum capacitance means that the whole voltage falls across the oxide. But then no voltage is left for the graphene, so shouldn't $E_F$ be zero? Finally, for an ordinary two-dimensional electron gas I know $k_F=\sqrt{2\pi n}$, and I am not sure that it holds here. How is the calculation done, and how can I tell whether the neglect is justified?

**Answer**

The voltage fixes the charge, the charge fixes the Fermi wave number, and the wave number fixes the energy. Your first two difficulties disappear once it is clear what the 30 V is divided between.

**Where the voltage goes**

Let $e>0$, and measure $E_F$ from the Dirac point, the energy at which graphene's two bands touch. The electrochemical potential of electrons in the graphene is $-e\phi_{\rm gr}+A+E_F$, where $\phi_{\rm gr}$ is the electrostatic potential there and $A$ is a material constant. In a metal-like gate it is $-e\phi_{\rm gate}+B$. A voltmeter reads the difference of electrochemical potentials. A positive gate voltage lowers the electron energy in the gate, so

$$eV_g=e(\phi_{\rm gate}-\phi_{\rm gr})+E_F+A-B .$$

At neutrality $E_F=0$. The gate voltage then has some value set by $A-B$ and by any fixed charge in the oxide, which enters through the potential difference that it causes. Subtract the neutrality equation from the general one. The constants cancel, and so does the fixed charge, provided that it stays the same:

$$eV=eV_{\rm ox}+E_F. \qquad (1)$$

Here $V=30$ V is the voltage beyond neutrality, and $V_{\rm ox}$ is the change in the potential drop across the oxide.

Neglecting quantum capacitance means setting $V_{\rm ox}\approx V$ when the charge is computed. It claims that $E_F$ is small compared with $eV$, not that $E_F$ is zero. One finds the charge with $E_F$ dropped from (1), computes $E_F$ from that charge, and then checks that it is indeed small compared with 30 eV.

**Step 1: from voltage to charge**

Far from its edges, the sheet and the gate form a parallel-plate capacitor. The added field in the oxide is $F=V/d$, which here is 30 V / 300 nm = 0.1 V/nm = 1 MV/cm. It points from the positive gate up to the graphene.

Put a flat Gaussian box around the graphene. The added field above the sheet is zero. Through the lower face the displacement $\kappa\varepsilon_0F$ enters the box, so the outward flux per area is $-\kappa\varepsilon_0F$. The enclosed charge per area is $-en$ for $n$ added electrons per area. Hence

$$en=\kappa\varepsilon_0F=CV,\qquad C=\frac{\kappa\varepsilon_0}{d}. \qquad (2)$$

With $\kappa=3.9$ and $d=3\times10^{-5}$ cm,

$$C=\frac{3.9\times8.854\times10^{-14}\ {\rm F/cm}}{3\times10^{-5}\ {\rm cm}}=0.01151\ \mu{\rm F/cm^2}.$$

Multiplying by 30 V gives a charge of 0.3453 μC/cm². Division by $e=1.602\times10^{-13}$ μC gives

$$n=2.155\times10^{12}\ {\rm cm^{-2}}=0.02155\ {\rm nm^{-2}}.$$

**Step 2: from charge to wave number**

This step needs the number of states per wave vector, which is where your formula for the ordinary gas has to change. The nearest-neighbour model of the honeycomb lattice supplies both this number and the shape of the bands.

An electron hops with amplitude $-t$ from an atom to its three neighbours, which belong to the other sublattice. For carbon–carbon distance $a$ the neighbours lie at

$$\boldsymbol\delta_1=a(0,1),\quad \boldsymbol\delta_{2,3}=a\left(\pm\tfrac{\sqrt3}{2},-\tfrac12\right).$$

The Bloch Hamiltonian is a $2\times2$ matrix with zero diagonal and off-diagonal elements $-tf$ and $-tf^*$. Its eigenvalues are therefore

$$E=\pm t|f|,\qquad f(\mathbf k)=\sum_j e^{i\mathbf k\cdot\boldsymbol\delta_j}.$$

Each carbon atom brings one electron to these bands, hence two per cell. With spin, they fill the lower band. The neutral Fermi level thus lies where the bands touch, at $f=0$.

Three numbers of unit length add to zero only if their phases are 120° apart. There are two ways to arrange this: relative to the first phase, the other two are $(+120°,-120°)$ or $(-120°,+120°)$. Each choice fixes one point in the Brillouin zone, so there are two touching points, called valleys.

Take the valley $\mathbf K$ with $\mathbf K\cdot\boldsymbol\delta_1=0$ and $\mathbf K\cdot\boldsymbol\delta_{2,3}=\pm2\pi/3$, and write $\mathbf k=\mathbf K+\mathbf q$. To first order in $q$,

$$f\approx i\sum_j(\mathbf q\cdot\boldsymbol\delta_j)\,e^{i\mathbf K\cdot\boldsymbol\delta_j}.$$

In the sum, the terms with $q_y$ give $aq_y[1-\tfrac12\cdot2\cos(2\pi/3)]=\tfrac32aq_y$. The terms with $q_x$ give $\tfrac{\sqrt3}{2}aq_x\cdot2i\sin(2\pi/3)=\tfrac32i\,aq_x$. Therefore

$$|f|=\tfrac32a\,|q_y+iq_x|=\tfrac32aq,\qquad E=\pm\hbar vq,\qquad \hbar v=\tfrac32ta. \qquad (3)$$

The bands form a cone at each valley; the other valley is the mirror image. From here on, $k$ is the distance from the valley point.

The added electrons fill a disc of radius $k_F$ in each valley, for each spin. One spin and one valley have $1/(2\pi)^2$ states per sample area and per area of $k$-space. With two spins and two valleys,

$$n=2\cdot2\cdot\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{\pi},\qquad k_F=\sqrt{\pi n}. \qquad (4)$$

Your $\sqrt{2\pi n}$ counts two spins but one valley. It would make $k_F$, and so $E_F$, too large by a factor $\sqrt2$. Here

$$k_F=\sqrt{\pi\times0.02155\ {\rm nm^{-2}}}=0.2602\ {\rm nm^{-1}}.$$

The factor four can be tested without dividing the zone into valleys. I took $a=0.142$ nm and $t=3.090$ eV, which by (3) corresponds to $v=1.0\times10^6$ m/s. Then I counted the upper-band states below 0.1713 eV, the energy found in step 3, on a grid over the whole Brillouin zone, with a factor two for spin. The count agrees with the density of step 1 within 1 %, the tolerance I set for the finite grid.

**Step 3: from wave number to energy**

I use the rough typical velocity $v=1.0\times10^6$ m/s, for which $\hbar v=0.6582$ eV nm. Equations (2)–(4) give

$$E_F=\hbar v\sqrt{\pi n}=\hbar v\sqrt{\frac{\pi\kappa\varepsilon_0V}{ed}}, \qquad (5)$$

$$E_F=0.6582\ {\rm eV\,nm}\times0.2602\ {\rm nm^{-1}}=0.171\ {\rm eV}.$$

The requested answer is **about 0.17 eV above the Dirac point**. At 30 V on the other side of neutrality, the same number of holes is added. In this model the two bands are mirror images, so the Fermi level then lies 0.17 eV below the Dirac point.

The energy grows as the square root of the voltage, because the number of states in a disc grows as $k_F^2$ while the energy grows as $k_F$. At fixed oxide thickness, four times the voltage gives twice the Fermi energy.

**Was the neglect justified?**

Call the estimate just found $E_0$, and let $E_F$ now be the solution of the full balance (1). With $V_{\rm ox}=en/C$,

$$eV=\frac{e^2n}{C}+E_F,\qquad n=\frac{E_F^2}{\pi\hbar^2v^2}. \qquad (6)$$

By (5), $E_0^2=\pi\hbar^2v^2\,CV/e$, that is, $\pi\hbar^2v^2=eE_0^2/(CV)$. Inserting this in the first term gives

$$\frac{e^2n}{C}=\frac{e^2}{C}\,E_F^2\,\frac{CV}{eE_0^2}=eV\left(\frac{E_F}{E_0}\right)^2 .$$

Now divide (6) by $eV$ and write $x=E_F/E_0$ and $r=E_0/(eV)$:

$$x^2+rx=1,\qquad x=\sqrt{1+\frac{r^2}{4}}-\frac r2. \qquad (7)$$

The other root is negative and does not describe added electrons. For small $r$, $x\approx1-r/2$. The density is lower by the factor $x^2=1-rx\approx1-r$.

For the 300 nm oxide, $r=0.1713/30=0.00571$. Relative to the simple estimate, the Fermi energy falls by 0.285 % and the density by 0.57 %. The corrected energy is 0.1708 eV, so the neglect does not change the two-digit answer.

The same condition follows from energy. Per unit area, the field energy, the band energy and the work of the voltage source add up to

$$u(n)=\frac{e^2n^2}{2C}+\int_0^nE_F(n')\,dn'-eVn .$$

Setting $du/dn=0$ gives (6). The second derivative is positive, so this is a minimum. I also minimised $u$ numerically, with the band energy summed over $k$. The minimum reproduces $x$ from (7) within one part in a million, both here and for the thin oxide treated below.

**What quantum capacitance means here**

Adding charge raises the Fermi level, and the source must pay for this as well as for the field in the oxide. The differential quantum capacitance per area is

$$C_q=e^2\frac{dn}{dE_F}=\frac{2e^2E_F}{\pi\hbar^2v^2}.$$

At $E_0$ it is 4.03 μF/cm². Differentiating (6) gives

$$dV=e\,dn\left(\frac1C+\frac1{C_q}\right),$$

which is the rule for two capacitors in series. The smaller one, the oxide, controls the charge. Using $\pi\hbar^2v^2=eE_0^2/(CV)$ once more,

$$\frac{C}{C_q}=\frac{C\,\pi\hbar^2v^2}{2e^2E_0}=\frac{E_0}{2eV}=\frac r2=0.285\ \% .$$

This is half of $r$, which for small $r$ is nearly the share of the whole voltage that raises the Fermi level. The two differ because $C_q$ describes the next small piece of charge, while (1) contains the whole charge. Since $E_F\propto\sqrt n$, the ratio of total charge to total Fermi-level shift is $en/(E_F/e)=C_q/2$.

**When the neglect fails**

From (5), $r\propto1/\sqrt{Vd}$ for fixed $\kappa$ and $v$. At zero temperature the neglect therefore becomes worse for thin oxides and close to neutrality.

Take a 3 nm oxide with 0.30 V beyond neutrality. The ratio $V/d$ is the same as before, so (5) again gives 0.171 eV. But $r$ is now $0.1713/0.30=0.571$, and (7) gives

$$x=\sqrt{1+0.0815}-0.2855=0.754,\qquad E_F=0.129\ {\rm eV}.$$

The Fermi energy is 25 % below the simple estimate, and the density is 43 % below it. Of the 0.30 V, 0.13 V goes into raising the Fermi level and 0.17 V remains across the oxide. These numbers assume an ideal metal gate, zero temperature and no gap between graphene and oxide. At so small a voltage these assumptions matter. An n-type silicon gate doped to $10^{19}$ cm⁻³ would take about 0.03 V and, at 300 K, leave a chemical potential near 0.115 eV. A vacuum-like gap of 0.3 nm alone would lower $E_F$ to about 0.114 eV.

In the opposite limit, $r\gg1$, rewrite (7) as

$$x=\frac{1}{\sqrt{1+r^2/4}+r/2}\approx\frac1r,\qquad E_F\approx\frac{E_0}{r}=eV .$$

The relation $E_F=eV$ behind your first guess is thus the limit in which the oxide capacitance is very large and nearly all the voltage raises the Fermi level. It cannot give 30 eV, however: since $|f|\le3$, the upper band of the lattice model ends at $3t\approx9.3$ eV, and the cone (3) holds only well below that. For the 300 nm oxide, $r=1$ would be reached at $30\ {\rm V}\times0.00571^2\approx1$ mV from neutrality. At room temperature the zero-temperature formula does not apply there, because $k_BT$ is far larger than $E_F$. Thermally excited electrons and holes then keep the quantum capacitance from falling to zero at neutrality. For the 300 nm oxide at 300 K, it lowers the net charge near neutrality by only about 1.3 %.

**For the 300 nm oxide at 30 V, room temperature matters more than quantum capacitance**

The value 0.171 eV is the Fermi energy at zero temperature. At 300 K, $k_BT=0.02585$ eV, and the chemical potential $\mu$ differs from it even at the same net charge.

From (6), the density of states is $dn/dE=2E/(\pi\hbar^2v^2)$. Let $I_e$ and $I_h$ be the integrals for electrons and holes:

$$I_{e,h}=\int_0^\infty\frac{E\,dE}{e^{(E\mp\mu)/k_BT}+1},\qquad n=\frac{2}{\pi\hbar^2v^2}(I_e-I_h).$$

Differentiate with respect to $\mu$ and integrate by parts:

$$\frac{dI_e}{d\mu}=k_BT\ln(1+e^{\mu/k_BT}),\qquad \frac{dI_h}{d\mu}=-k_BT\ln(1+e^{-\mu/k_BT}).$$

Their sum is $\mu$, since the two logarithms differ by $\mu/k_BT$. At $\mu=0$ each integral equals $\pi^2(k_BT)^2/12$. Therefore

$$I_e+I_h=\frac{\mu^2}{2}+\frac{\pi^2(k_BT)^2}{6}.$$

The density needs $I_e-I_h=(I_e+I_h)-2I_h$. For $\mu\gg k_BT$ the hole term is of order $(k_BT)^2e^{-\mu/k_BT}$ and can be dropped. Setting $n=E_F^2/(\pi\hbar^2v^2)$ then gives

$$E_F^2\approx\mu^2+\frac{\pi^2}{3}(k_BT)^2,\qquad \mu\approx\sqrt{E_F^2-\frac{\pi^2}{3}(k_BT)^2}=0.165\ {\rm eV}.$$

Numerical integration with the holes included also gives 0.165 eV. This is 3.8 % below the zero-temperature value, a shift more than ten times that from quantum capacitance. The chemical potential falls because the density of states rises with energy: thermal smearing at fixed $\mu$ would add electrons, so $\mu$ must drop to keep the charge fixed.

**How far to trust the number for a real sample**

Graphene on about 300 nm of oxide over doped silicon is a real device arrangement, and the parameters used here are rough typical values for it. Of the uncertainties estimated here, the largest come from the sample. $E_F$ is proportional to $v$, so a velocity 10 % higher gives 0.188 eV at the same density. Real devices also break the assumption of uniform charge: charges in and on the oxide make the density vary from place to place. A rough spread of $2\times10^{11}$ cm⁻² is 9 % of $n$ and shifts the local Fermi energy by about ±5 %. If trapped charge moves the neutrality voltage by 1 V during the measurement, $V$ is wrong by one part in 30 and $E_F$ by about 1.7 %.

The other effects estimated here are small at this bias. In the nearest-neighbour lattice model, the departure of the bands from perfect cones lowers $E_F$ by 0.03 % at fixed density. A hopping to second neighbours of rough size 0.3 eV, which that model omits, shifts $E_F$ by about 0.5 %, in opposite directions for electrons and holes. An n-type gate loses electrons near the oxide at positive bias. For a rough doping of $10^{19}$ cm⁻³, treating this layer as fully depleted gives a width of about 2 nm and a voltage drop of about 0.04 V. Such a drop is comparable with $k_BT/e$, so full depletion is a crude assumption and only the order of magnitude counts: $E_F$ is lowered by something of the order of 0.1 %.

The oxide field of 1 MV/cm is well below a rough breakdown field of 10 MV/cm. For tunnelling, take a triangular barrier of height $\Phi=3.5$ eV and an oxide mass $m=0.4\,m_e$, both rough. An electron must cross $\Phi/(eF)=35$ nm, and the semiclassical exponent is

$$\frac2\hbar\int_0^{\Phi/(eF)}\sqrt{2m(\Phi-eFx)}\,dx=\frac{4\sqrt{2m}\,\Phi^{3/2}}{3\hbar eF}=283 .$$

The transmission is then roughly $10^{-120}$. The rough inputs make even this exponent uncertain, but the channel is negligible in any case; leakage through defects is not included. The estimate does not carry over to the 3 nm oxide, where the potential drop is smaller than the barrier height and an electron would have to cross the full thickness.

For your exercise, 0.17 eV is a suitable statement of the result. A third digit would describe the chosen parameters rather than a particular sample. The remaining digits and intermediate values are in the numerical output below.

## Calculated quantities

```
gate voltage beyond neutrality: 30.0 V
oxide thickness: 300 nm
oxide relative permittivity: 3.9 (no unit)
band velocity (rough): 1.00e+06 m/s
hbar times velocity: 0.6582 eV nm
oxide field: 1.000 MV/cm
oxide capacitance: 0.01151 uF/cm2
sheet charge: 0.3453 uC/cm2
electron density: 2.1553e+12 cm^-2
electron density, converted: 0.02155 nm^-2
Fermi wave number: 0.2602 nm^-1
FERMI ENERGY, simple estimate: 0.1713 eV
Fermi energy, converted: 171.3 meV
density from lattice count: 2.155e+12 cm^-2
-- quantum capacitance --
r = E0/(eV): 0.00571 (no unit)
quantum capacitance at E0: 4.032 uF/cm2
C_ox/C_q: 0.285 %
corrected Fermi energy: 0.1708 eV
change of Fermi energy: -0.285 %
change of density: -0.569 %
-- thin oxide, same field --
thin oxide: 3.0 nm
voltage on thin oxide stack: 0.30 V
thin-oxide r: 0.5709 (no unit)
thin-oxide corrected energy: 0.1292 eV
thin-oxide change of energy: -24.6 %
thin-oxide change of density: -43.1 %
-- other neglected effects --
temperature of use: 300 K
thermal energy kT: 0.02585 eV
chemical potential, warm, fixed charge: 0.1647 eV
same from square-root formula: 0.1647 eV
thermal change: -3.81 %
Fermi energy if velocity is 10 % higher: 0.1884 eV
puddle density spread (rough): 2.0e+11 cm^-2
local energy spread from puddles: +/-4.6 %
carbon-carbon distance (rough): 0.142 nm
lattice hopping energy: 3.090 eV
band-curvature change of energy: -0.0256 %
contour radius, max minus min: 1.85 %
gate doping (rough): 1.0e+19 cm^-3
silicon relative permittivity: 11.7 (no unit)
gate depletion width: 2.16 nm
gate depletion voltage: 0.0359 V
its change of energy: -0.060 %
breakdown field (rough): 10 MV/cm
tunnel barrier (rough): 3.5 eV
tunnel mass (rough): 0.4 electron masses
tunnel distance: 35.0 nm
tunnel exponent: 283 (no unit)
log10 of transmission: -123 (no unit)
```
